# Equivalent Permittivity of a Coated Ferroelectric Sphere and Its Limits, part 2

A ferroelectric core of radius \(a\) carries a concentric insulating shell of thickness \(t\) and outer radius \(b=a+t\). The relative permittivities of core, shell and host are \(\varepsilon_c\), \(\varepsilon_s\) and \(\varepsilon_m\), all positive; \(\varepsilon_0\) is written separately. The core value is the small-signal permittivity about a stable state, and fields are the changes caused by the signal. Electrostatics holds, and the signal brings no free charge.

In a uniform applied field \(E_0\), the coated sphere is equivalent to a homogeneous sphere of radius \(b\). With \(f=(a/b)^3\),

\[
\varepsilon_{\rm eq}=\varepsilon_s
\frac{\varepsilon_c(1+2f)+2\varepsilon_s(1-f)}{M},
\]

\[
M=\varepsilon_c(1-f)+\varepsilon_s(2+f).
\]

The mean field in the coated sphere and the core field are

\[
E_{\rm eq}=\frac{3\varepsilon_mE_0}{\varepsilon_{\rm eq}+2\varepsilon_m},
\qquad
E_c=\frac{3\varepsilon_sE_{\rm eq}}{M}.
\]

At distance \(r\) from the centre and angle \(\theta\) from the applied field, the outside potential is

\[
\phi=-E_0r\cos\theta+pE_0\frac{b^3}{r^2}\cos\theta ,
\]

with dipole strength \(p=(\varepsilon_{\rm eq}-\varepsilon_m)/(\varepsilon_{\rm eq}+2\varepsilon_m)\). At fixed \(f\) and \(\varepsilon_s\),

\[
\frac{\partial\varepsilon_{\rm eq}}{\partial\varepsilon_c}
=\frac{9f\varepsilon_s^2}{M^2}
=f\left(\frac{E_c}{E_{\rm eq}}\right)^2 .
\]

For a potential \(F(r)P_l(\cos\theta)\), where \(l\) labels the angular harmonic, a ball affects its surroundings only through the ratio \(\varepsilon F'/F\) at its surface. The general multipole formula is

\[
\varepsilon_l=\varepsilon_s
\frac{L+(l+1)g\Delta}{L-lg\Delta},
\]

with \(g=(a/b)^{2l+1}\), \(\Delta=\varepsilon_c-\varepsilon_s\) and \(L=l\varepsilon_c+(l+1)\varepsilon_s\). The uniform field is the case \(l=1\).

For an anisotropic core with the uniform field along a principal axis, \(\varepsilon_c\) is replaced by the permittivity along that axis.

The worked example has \(a=50\) nm, \(t=5\) nm, \(\varepsilon_c=1500\), \(\varepsilon_s=9\), \(\varepsilon_m=4\) and an applied field of 0.2 MV/cm.

### Two meanings of a thin shell

Let \(\tau=t/a\). Since \(f=(1+\tau)^{-3}\),

\[
\frac1f-1=3\tau+3\tau^2+\tau^3=3\tau h,
\qquad
h=1+\tau+\frac{\tau^2}{3}.
\]

Divide the numerator and denominator of \(\varepsilon_{\rm eq}\) by \(3f\). The combinations that appear are \((1+2f)/(3f)=1+\tau h\), \((1-f)/(3f)=\tau h\), and \((2+f)/(3f)=1+2\tau h\). Thus

\[
\varepsilon_{\rm eq}=
\frac{\varepsilon_c(1+\tau h)+2\varepsilon_s\tau h}
{1+2\tau h+uh},
\qquad
u=\frac{t\varepsilon_c}{a\varepsilon_s}.
\]

No approximation has been made. If \(\tau\to0\) with both permittivities fixed, then \(u\to0\) as well and \(\varepsilon_{\rm eq}\to\varepsilon_c\). To first order \(h\) can be set to 1, and expanding the quotient gives

\[
\varepsilon_{\rm eq}
=\varepsilon_c+\tau\left(\varepsilon_c+2\varepsilon_s
-2\varepsilon_c-\frac{\varepsilon_c^2}{\varepsilon_s}\right)
+O(\tau^2).
\]

The bracket factors, so that

\[
\varepsilon_{\rm eq}=\varepsilon_c
-\frac ta\frac{(\varepsilon_c-\varepsilon_s)
(\varepsilon_c+2\varepsilon_s)}{\varepsilon_s}
+O(\tau^2).
\]

This expansion needs \(u\ll1\) as well as \(\tau\ll1\). A ferroelectric core easily violates the first condition. The useful limit then lets \(\tau\to0\) while \(u\) stays fixed, which means that \(\varepsilon_c/\varepsilon_s\) grows as the shell thins. The exact expression gives

\[
\varepsilon_{\rm eq}\to\frac{\varepsilon_c}{1+u},
\qquad
\frac1{\varepsilon_{\rm eq}}\to
\frac1{\varepsilon_c}+\frac{t}{a\varepsilon_s}.
\]

This is a series-capacitor law. At the core surface the normal displacement is \(\varepsilon_0\varepsilon_cE_c\cos\theta\). It produces a voltage \(t\varepsilon_cE_c\cos\theta/\varepsilon_s\) across the shell, which is \(u\) times the core contribution \(aE_c\cos\theta\). The total voltage is therefore \(1+u\) times that of the core for the same displacement.

The leading correction follows from the same expression. At fixed \(u\), the numerator divided by \(\varepsilon_c\) is \(1+\tau+O(\tau^2)\). The denominator is \((1+u)+(2+u)\tau+O(\tau^2)\). Hence

\[
\frac{\varepsilon_{\rm eq}}{\varepsilon_c/(1+u)}
=1+\tau-\frac{2+u}{1+u}\tau+O(\tau^2)
=1-\frac{\tau}{1+u}+O(\tau^2).
\]

For \(u\gg1\) and \(\tau\ll1\), \(\varepsilon_{\rm eq}\approx\varepsilon_sa/t\). The shell then sets the response. At any thickness, letting \(\varepsilon_c\to\infty\) gives the ceiling

\[
\varepsilon_\infty=\varepsilon_s\frac{1+2f}{1-f}.
\]

### The vanishing core

Define \(\beta=(\varepsilon_c-\varepsilon_s)/(\varepsilon_c+2\varepsilon_s)\). Dividing the numerator and denominator of \(\varepsilon_{\rm eq}\) by \(\varepsilon_c+2\varepsilon_s\) gives

\[
\varepsilon_{\rm eq}
=\varepsilon_s\frac{1+2f\beta}{1-f\beta}
=\varepsilon_s\left(1+\frac{3f\beta}{1-f\beta}\right).
\]

For \(f\to0\),

\[
\varepsilon_{\rm eq}
=\varepsilon_s\left[1+3f
\frac{\varepsilon_c-\varepsilon_s}
{\varepsilon_c+2\varepsilon_s}\right]+O(f^2).
\]

The equivalent sphere becomes a sphere of shell material. Positive permittivities keep \(\beta\) between \(-1/2\) and 1, so a large \(\varepsilon_c\) does not spoil this limit as it spoils the fixed-permittivity thin-shell expansion.

### A barium titanate core under alumina

The example uses rough values for a polydomain barium titanate particle coated with alumina in an ordinary polymer near room temperature: \(a=50\) nm, \(t=5\) nm, \(\varepsilon_c=1500\), \(\varepsilon_s=9\) and \(\varepsilon_m=4\). The applied field is 0.2 MV/cm. The geometry gives \(f=(50/55)^3=0.7513\), and

\[
\varepsilon_{\rm eq}
=9\,\frac{1500(2.5026)+18(0.2487)}
{1500(0.2487)+9(2.7513)}
=85.0 .
\]

Here \(u=(5/50)(1500/9)=16.7\). The series-capacitor value is \(1500/17.67=84.9\), while the ceiling for an infinitely polarizable core is 90.6. The first-order expansion at fixed permittivities gives about \(-2.4\times10^4\), which shows that a thickness of one tenth of the radius is not thin in that sense.

With \(a\) and all permittivities fixed, the shell thickness has this effect:

| \(t\) (nm) | exact formula | series law |
|---:|---:|---:|
| 0.01 | 1451 | 1452 |
| 0.1 | 1123 | 1125 |
| 1 | 344.7 | 346.2 |
| 2 | 194.9 | 195.7 |
| 10 | 44.6 | 43.7 |

The first two rows illustrate the mathematics, since a continuous shell thinner than an atomic layer has no material meaning. Recovery of the bare core value requires \(t\ll a\varepsilon_s/\varepsilon_c=0.3\) nm. The series law lies above the exact result for the thinner shells and below it at 10 nm. Its first correction is negative, but for large \(u\) the second-order term is positive. In the limit \(u\to\infty\) the ratio of exact to series value is \((1+\tau h)/h\), or \(1+2\tau^2/3\) to second order.

For the opposite limit, hold \(b=55\) nm and shrink the core. At \(a=10\) nm, \(f=0.0060\), and both the exact and first-order results round to 9.16. At \(a=30\) nm, \(f=0.162\). The exact result is 14.1 and the first-order result is 13.3, about 6% below it.

### Fields in the example

The mean field in the coated sphere is

\[
E_{\rm eq}=0.2\,\frac{12}{85.0+8}
=0.0258\ \text{MV/cm}.
\]

Since \(M=397.8\), the core field is \(0.0258(27/397.8)\) MV/cm, or 1.75 kV/cm. The core polarization changes by \(\varepsilon_0(\varepsilon_c-1)E_c=0.23\) µC/cm².

For \(\varepsilon_c>\varepsilon_s\), the radial shell field has the form \((\alpha+2\gamma/r^3)\cos\theta\), and the tangential field has magnitude \(|\alpha-\gamma/r^3|\sin\theta\), with \(\alpha,\gamma>0\). The radial factor is the larger and falls with \(r\). The strongest shell field is therefore at the inner pole, where continuity of displacement gives

\[
E_{s,\max}=\frac{\varepsilon_cE_c}{\varepsilon_s}
=0.29\ \text{MV/cm}.
\]

The same argument applies outside because \(p>0\). The strongest host field is \(\varepsilon_{\rm eq}E_{\rm eq}/\varepsilon_m=0.55\) MV/cm, at the outer pole. The voltage across the shell at a pole is \(E_{\rm eq}b-E_ca=0.13\) V.

### Comparison with real particles

Barium titanate permittivities range from hundreds to thousands, depending on grain size, domain state, temperature and direction. Values near 9 for alumina and 4 for an ordinary polymer are typical. Real coatings depart from the assumption of a uniform, concentric shell. If the whole shell is 4 nm thick instead of 5 nm, with everything else fixed, \(\varepsilon_{\rm eq}\) rises to 105. At 6 nm it falls to 72. These changes of \(+23\%\) and \(-16\%\) measure thickness error, not the separate effect of an off-centre core.

The core permittivity matters less here. Halving it gives 80, and doubling it gives 88. This range gives the scale of moderate changes from temperature, domain-wall motion or nonlinearity, provided that the core can still be described by one permittivity. A single-domain core is different. With rough permittivities of 150 along the polar axis and 3000 across it, the equivalent values are 55 and 88.

A damaged surface layer can be included by using the formula twice, because the shell sees the inner ball through its surface ratio alone. If the outer 2 nm of the core has an assumed permittivity of 100, the result is 82.

These numbers support a conditional design rule. For \(u\gg1\), a thin shell and a uniform applied field, raising \(\varepsilon_{\rm eq}\) at a fixed core radius calls for a thinner shell or a larger \(\varepsilon_s\), and a more polarizable core brings little. The rule concerns \(\varepsilon_{\rm eq}\), not the dipole of the particle, which is proportional to \(pb^3\); a thinner shell also lowers \(b\). In the host of permittivity 4, which is less polarizable than the shell, thinning the shell from 5 to 4 nm lowers \(p(b/a)^3\) from 1.16 to 1.13, so the composite permittivity at a fixed number of cores falls slightly. In a host of permittivity 20 the same change raises it from 0.69 to 0.74.

### Switching, breakdown and conduction

The core field is 0.35 of a rough coercive field of 5 kV/cm. This is not small enough to exclude irreversible domain-wall motion, so linearity is a real restriction at this applied field. The peak fields are 0.06 of a rough shell breakdown field of 5 MV/cm and 0.18 of a rough host value of 3 MV/cm. Defects and pores can lower these margins. They also count the signal field alone and assume that the spontaneous polarization is compensated by domains or charge. For an uncompensated single-domain core with a rough polarization of 26 µC/cm² and permittivity 150, a linear estimate gives static fields of about 1.8 MV/cm in the core, 2 MV/cm in the shell and 3 MV/cm in the host, so such a state lies outside the regime of this example.

For tunnelling through the shell at a pole, take a barrier \(W=2.5\) eV and an effective mass \(m=0.4\) electron masses, both rough. The semiclassical transmission factor is

\[
T\approx\exp\left[-\frac{2}{\hbar}\int_0^t
\sqrt{2m\left(W-eV_s\frac xt\right)}\,dx\right],
\]

where \(V_s=0.13\) V and \(e\) is the elementary charge. Numerical integration gives \(T\sim10^{-22}\). Direct tunnelling is negligible in this estimate, which does not cover transport through defects. The factor depends exponentially on the rough inputs: halving the mass gives about \(10^{-16}\), and a 2 nm shell at the same voltage about \(10^{-9}\).

Core conduction matters at low frequency. For time dependence \(e^{i\omega t}\), a conductivity \(\sigma\) changes \(\varepsilon_c\) to \(\varepsilon_c-i\sigma/(\omega\varepsilon_0)\). Put \(S=\varepsilon_s(2+f)/(1-f)\), so that \(M=(1-f)(\varepsilon_c+S)\). Integrating the derivative \(9f\varepsilon_s^2/M^2\) down from infinite \(\varepsilon_c\) gives

\[
\varepsilon_{\rm eq}=\varepsilon_\infty
-\frac{9f\varepsilon_s^2}{(1-f)^2(\varepsilon_c+S)}.
\]

With \(x=\sigma/(\omega\varepsilon_0)\), the loss part of the equivalent permittivity, \(-\operatorname{Im}\varepsilon_{\rm eq}\), is proportional to \(x/[(\varepsilon_c+S)^2+x^2]\). It peaks at \(x=\varepsilon_c+S\), or

\[
\omega_r=\frac{\sigma}{\varepsilon_0(\varepsilon_c+S)}.
\]

An assumed \(\sigma=10^{-8}\) S/m puts the peak of this ohmic model at 0.11 Hz, and well below it, with an insulating shell, the model approaches the ceiling of 90.6. The model requires the mobile charge to gather in a layer much thinner than the core, that is, a Debye length much smaller than \(a\). At this conductivity that holds only for dense, very slow carriers. With an electronic mobility of about 0.5 cm²/Vs the carrier density is near \(10^{15}\) m\(^{-3}\), the Debye length is about 1 mm and a core holds far less than one carrier on average, so there is no such screening and \(\varepsilon_{\rm eq}\) stays at 85. Including diffusion, the static value is 88.0 for a Debye length of 19 nm and 90.3 for 1.9 nm.

### Nearby particles and rapidly varying fields

At 5% particle volume, one particle per cubic cell gives a centre spacing \(d=b[4\pi/(3\times0.05)]^{1/3}=241\) nm. A neighbour along the field direction adds \(2p(b/d)^3=2.1\%\) of \(E_0\) at the particle centre and \(2p[b/(d-b)]^3=4.5\%\) at the near face. These are single-neighbour estimates, not a lattice sum.

The variation across the particle excites \(l=2\), for which the general multipole formula of the first half gives 44.4, about half the uniform-field value. The series picture explains the factor. For harmonic \(l\), the core displacement per unit surface potential is proportional to \(l\varepsilon_c/a\), so the shell voltage is \(lu\) times the core potential. The thin-shell value is then \(\varepsilon_c/(1+lu)\), which is roughly halved from \(l=1\) to \(l=2\) when \(u\gg1\). For an axial pair in the host of permittivity 4, using \(\varepsilon_{\rm eq}\) for every harmonic leaves the induced dipole unchanged to four digits at the 241 nm spacing and overestimates it by about 1% at a gap of \(0.1b\), with the error growing as the gap closes. Clusters and nearly touching particles need a multipole calculation with the \(l\)-dependent values.

Retardation is negligible at 1 MHz: the phase across the core radius, \(\omega a\sqrt{\varepsilon_c}/c\) with \(c\) the speed of light, is \(4\times10^{-8}\) rad.
